\section*{Statistical error of Green-Kubo integrals and the role of particle number}

\section*{Problem}

A transport coefficient is to be computed from an equilibrium molecular dynamics run by the Green-Kubo method, as a known prefactor times
\begin{equation}
I=\int_0^\infty C(t)\,dt,\qquad C(t)=\langle J(0)J(t)\rangle ,
\end{equation}
where $J$ is one Cartesian component of a flux, for instance the total charge current. The correlation function is averaged over time origins that span a length $T$, and the integral is cut off at $t_c$.

\begin{enumerate}
\item[(a)] How large is the statistical error of the estimated $C(t)$, relative to $C(0)$?
\item[(b)] How does the statistical error of the integral depend on $t_c$, and which cutoff is best if $C$ decays exponentially?
\item[(c)] Does a system with more particles reduce these errors at fixed $T$? Compare a collective flux with a single-particle property such as self-diffusion.
\item[(d)] Evaluate the errors for the model parameters $\tau_c=0.2$ ps (exponential decay time), $T=200$ ps, three independent Cartesian components and $N=256$ particles.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Noise of the correlation function}

Let $J$ be stationary with known mean zero, and let $I\neq0$. The estimator is
\begin{equation}
\hat C(t)=\frac1T\int_0^T J(s)J(s+t)\,ds .
\end{equation}
Its mean is $C(t)$. It needs a record of length $T+t_c$; we take $t_c\ll T$, so that $T$ may also stand for the run length. The covariance of the estimates at two lags is
\begin{equation}
\mathrm{Cov}[\hat C(t),\hat C(t')]=\frac1{T^2}\int_0^T\!\!ds\int_0^T\!\!ds'\,
\bigl[\langle J(s)J(s+t)J(s')J(s'+t')\rangle-C(t)C(t')\bigr].
\end{equation}
We now assume that $J$ is a Gaussian process. This is plausible for a flux summed over many weakly correlated parts, and it is examined in part (c). The four-point average is then the sum over the three pairings. The pairing within each product cancels $C(t)C(t')$. With $u=s'-s$ the other two leave
\begin{equation}
F(u)=C(u)\,C(u+t'-t)+C(u+t')\,C(u-t).
\end{equation}
The integrand depends on $u$ alone, and a given $u$ occurs over a length $T-|u|$ of the square, so the double integral is $\int_{-T}^{T}(T-|u|)F(u)\,du$. The first term of $F$ is appreciable only for $|u|$ of the order of the correlation time. The second needs $u\approx-t'$ and $u\approx t$ together, hence small $t$, $t'$ and $u$. To leading order in $1/T$ we may therefore drop $|u|$ against $T$ and extend the limits to infinity. Define
\begin{equation}
g(v)=\int_{-\infty}^{\infty}C(u)\,C(u+v)\,du ,
\end{equation}
which is even because $C$ is even. The first term of $F$ integrates to $g(t'-t)$. In the second, the shift $w=u-t$ gives $\int C(w+t+t')C(w)\,dw=g(t+t')$. Hence
\begin{equation}
\mathrm{Cov}[\hat C(t),\hat C(t')]=\frac{g(t-t')+g(t+t')}{T},\qquad
\mathrm{Var}\,\hat C(t)=\frac{g(0)+g(2t)}{T}.
\label{eq:cov}
\end{equation}
Introduce the time
\begin{equation}
\tau=\int_0^\infty\left[\frac{C(t)}{C(0)}\right]^2dt ,\qquad\text{so that}\qquad g(0)=2\tau\,C(0)^2 .
\end{equation}
At long lag $g(2t)\to0$, while at zero lag $g(2t)=g(0)$. The standard errors $\delta C$ are therefore
\begin{equation}
\frac{\delta C(t)}{C(0)}\to\sqrt{\frac{2\tau}{T}}\quad(t\to\infty),\qquad
\frac{\delta C(0)}{C(0)}=\sqrt{\frac{4\tau}{T}} .
\label{eq:noise}
\end{equation}
The run acts as $T/(2\tau)$ independent samples of a long-lag product. The noise tends to a constant while the signal decays, so the error relative to $C(t)$ itself grows without bound.

The time $\tau$ contains the square of the correlation function. For $C\propto e^{-t/\tau_c}$ it is $\tau=\tau_c/2$, and the long-lag noise is $\sqrt{\tau_c/T}$. Inserting $\tau_c$ for $\tau$ would overestimate it by $\sqrt2$.

\subsection*{(b) Noise of the integral}

Let $\hat I(t_c)=\int_0^{t_c}\hat C(t)\,dt$. Integrating the covariance over both lags gives
\begin{equation}
\mathrm{Var}\,\hat I=\frac1T\int_0^{t_c}\!\!dt\int_0^{t_c}\!\!dt'\,[g(t-t')+g(t+t')].
\end{equation}
Replacing $t'$ by $-t'$ in the second term turns the bracket into $g(t-t')$ with $t'$ running from $-t_c$ to $t_c$. Since $g$ is even, reversing the signs of both variables changes nothing, so the integral is half of that over the full square of side $2t_c$. In this square a difference $v=t-t'$ occurs over a length $2t_c-|v|$:
\begin{equation}
\mathrm{Var}\,\hat I=\frac1{2T}\int_{-2t_c}^{2t_c}(2t_c-|v|)\,g(v)\,dv
=\frac1T\int_0^{2t_c}(2t_c-v)\,g(v)\,dv .
\label{eq:varI}
\end{equation}

For large $t_c$ we need the area under $g$. Integrating first over $v$ and then over $u$ gives $\int_{-\infty}^{\infty}g\,dv=(2I)^2$, so the half-line contributes $2I^2$ and
\begin{equation}
\mathrm{Var}\,\hat I\to\frac1T\left[4I^2t_c-\int_0^\infty v\,g(v)\,dv\right],\qquad
\frac{\delta I}{|I|}\to2\sqrt{\frac{t_c}{T}} .
\label{eq:walk}
\end{equation}
The noise in $\hat C$ at two long lags is correlated only over the range of $g$. Its integral is a sum of nearly independent pieces, whose number grows as $t_c$, and it performs a random walk. The mean of $\hat I$ reaches a plateau; its error does not. A single running integral that looks flat over some interval is thus no proof of convergence.

For $t_c$ much shorter than the correlation time, $g(v)\approx g(0)$ in Eq.~\eqref{eq:varI} gives
\begin{equation}
\mathrm{Var}\,\hat I\approx\frac{g(0)}{T}\int_0^{2t_c}(2t_c-v)\,dv=\frac{2t_c^2\,g(0)}{T}=t_c^2\,\mathrm{Var}\,\hat C(0).
\end{equation}
The error first grows linearly, because the noise is the same at all these lags, and later as the square root.

\paragraph{Exponential decay.} Let $C(t)=C(0)e^{-|t|/\tau_c}$, so $I=C(0)\tau_c$. For $v\ge0$ split the integral for $g$ at $u=-v$ and $u=0$. Each outer part gives $(\tau_c/2)e^{-v/\tau_c}$. In the middle part $|u|+|u+v|=v$, which gives $v\,e^{-v/\tau_c}$. Thus $g(v)=C(0)^2(\tau_c+v)e^{-v/\tau_c}$. With $x=t_c/\tau_c$ and $y=v/\tau_c$,
\begin{equation}
\frac{\mathrm{Var}\,\hat I}{I^2}=\frac{\tau_c}{T}\int_0^{2x}(2x-y)(1+y)e^{-y}\,dy .
\end{equation}
An antiderivative of $(1+y)e^{-y}$ is $-(2+y)e^{-y}$. Integration by parts gives
\begin{align}
\int_0^{2x}(2x-y)(1+y)e^{-y}\,dy
&=\bigl[-(2x-y)(2+y)e^{-y}\bigr]_0^{2x}-\int_0^{2x}(2+y)e^{-y}\,dy\nonumber\\
&=4x-\bigl[-(3+y)e^{-y}\bigr]_0^{2x}\nonumber\\
&=4x-3+(3+2x)e^{-2x}\equiv A(x).
\label{eq:A}
\end{align}

\paragraph{Best cutoff.} Truncation makes the mean too small: $\langle\hat I\rangle=I(1-e^{-x})$, a relative bias of $-e^{-x}$. If $n$ independent series of length $T$ are averaged, the variance is divided by $n$, and the relative mean square error is
\begin{equation}
E(x)=e^{-2x}+\frac{\tau_c}{nT}A(x).
\end{equation}
Since $A'(x)=4-4(1+x)e^{-2x}$, the minimum obeys
\begin{equation}
-2e^{-2x}+\frac{4\tau_c}{nT}\bigl[1-(1+x)e^{-2x}\bigr]=0 .
\end{equation}
For $nT\gg\tau_c$ the solution has small $e^{-2x}$, and the second term in the bracket can be dropped:
\begin{equation}
x^*\approx\frac12\ln\frac{nT}{2\tau_c}.
\label{eq:best}
\end{equation}
The signal $e^{-x}$ falls to the long-lag noise $\sqrt{\tau_c/(nT)}$ at $x=\frac12\ln(nT/\tau_c)$, which is later by $\frac12\ln2$. Stopping near the lag where the correlation function disappears in its noise is therefore close to optimal for this decay. A slow tail of small amplitude changes the truncated part: a positive tail makes it larger than the exponential suggests, while a negative tail reduces it or reverses its sign. In either case Eq.~\eqref{eq:best} does not apply.

\paragraph{A second shape.} For $C(t)=C(0)e^{-t/\tau_c}\cos(t/\tau_c)$ the integral is $I=C(0)\tau_c/2$. With $\cos^2z=\frac12(1+\cos2z)$,
\begin{equation}
\tau=\tau_c\left[\frac12\cdot\frac12+\frac12\cdot\frac{2}{2^2+2^2}\right]=\frac38\,\tau_c .
\end{equation}
The shape thus changes the noise of $C$, but by Eq.~\eqref{eq:walk} not the leading relative error of $I$. In simulations with $T=200\,\tau_c$ and $t_c=20\,\tau_c$ the relative error of $I$ was 0.62 for the exponential and 0.65 for the oscillating function, against $2\sqrt{t_c/T}=0.63$. The limit requires $4I^2t_c$ to exceed the magnitude of the constant in Eq.~\eqref{eq:walk} by far. If positive and negative parts of $C$ nearly cancel, $I$ is small and this happens late; Eq.~\eqref{eq:varI} should then be used.

\subsection*{(c) Number of particles}

\paragraph{Collective flux.} Parts (a) and (b) used only the correlation function of $J$ and its Gaussian statistics. The number of particles does not appear. If the normalized function $C(t)/C(0)$ does not change with system size, neither do the relative errors at fixed $T$.

The reason is visible for $J=\sum_{i=1}^N j_i$ with independent, identically distributed Gaussian contributions of correlation function $c(t)$. The estimator is a sum of $N^2$ terms,
\begin{equation}
\hat C(t)=\sum_{i,j}\hat C_{ij}(t),\qquad \hat C_{ij}(t)=\frac1T\int_0^Tj_i(s)\,j_j(s+t)\,ds .
\end{equation}
The $N$ diagonal terms carry the signal $N c(t)$. The off-diagonal terms have zero mean, but at long lag each has the same variance as a diagonal one, $2\tau c(0)^2/T$, and different terms are uncorrelated there. The variances add to $N^2\,2\tau c(0)^2/T$. The standard error thus grows as $N$, like the signal, and their ratio is again $\sqrt{2\tau/T}$.

\paragraph{Single-particle property.} Self-diffusion needs the diagonal terms alone, averaged over particles. Let the cross-correlations be $C_{ij}(t)=\rho_{ij}c(t)$, with symmetric $\rho_{ij}$ and $\rho_{ii}=1$. In the covariance of $\hat C_{ii}$ and $\hat C_{jj}$ both surviving pairings join $i$ to $j$ twice, which gives a factor $\rho_{ij}^2$. Therefore
\begin{equation}
\mathrm{Var}\Bigl[\frac1N\sum_i\hat I_{ii}\Bigr]=\frac{\sum_{ij}\rho_{ij}^2}{N^2}\,\mathrm{Var}\,\hat I_{11} .
\label{eq:single}
\end{equation}
Independent particles give the factor $1/N$, an error smaller by $\sqrt N$. Since $\sum_{ij}\rho_{ij}^2\ge N$, this is the largest gain possible in this model. Two neighbours with $\rho=0.5$ raise the factor to $(1+2\times0.25)/N=1.5/N$. For $N=16$ in this case the simulated error was 0.129 and Eq.~\eqref{eq:single} gives 0.132; the collective error in the same runs was 0.40.

The simulated collective errors for 1, 4 and 16 independent particles were 0.435, 0.434 and 0.404, against 0.430 from Eq.~\eqref{eq:A}. The last value is not a gain from size: a sum of independent Gaussian series with equal correlation functions is, apart from its scale, statistically the same series as one of them. The sampling error of a standard deviation from 2000 runs is about 2\% here, so the 6\% deviation is an unusually large fluctuation of about three standard errors, not an effect of size. The correlated case repeats the value 0.404 because its collective flux is a constant multiple of the independent one.

\paragraph{What does help.} For the full collective estimator, a longer run, independent replicas and independent components reduce the error. The independence of size comes from keeping all $N^2$ terms. If the cross-correlations are known to vanish beyond a fixed range, as in the neighbour model above, the distant terms add only noise; dropping them leaves the mean unchanged and a number of terms proportional to $N$, so the relative error falls as $1/\sqrt N$. In a real fluid the range is not known in advance, and conservation laws or long-range forces can make such a truncation biased. In an isotropic or cubic system the three components of a vector flux are uncorrelated by symmetry; if jointly Gaussian they are independent, and $n=3$.

\paragraph{Limits of the Gaussian assumption.} Let each $j_i$ jump between $+1$ and $-1$ with $c(t)=e^{-t/\tau_c}$. Then $J^2-N=\sum_{i\ne j}j_ij_j$. Each of the $N(N-1)$ ordered products correlates with itself and with its interchanged copy, so
\begin{equation}
\mathrm{Cov}[J^2(0),J^2(u)]=2N(N-1)\,e^{-2|u|/\tau_c},
\end{equation}
while a Gaussian flux with the same $C$ gives $2N^2e^{-2|u|/\tau_c}$. The zero-lag variance is smaller by the factor $1-1/N$. For one particle the Gaussian result fails completely at zero lag, since $j^2=1$ has no noise, although at long lag the noise is still the Gaussian one; for $N=32$ the factor is 0.97. For single-particle averages no such suppression with $N$ is available, and Gaussian velocities remain an assumption.

\subsection*{(d) Numbers}

With $\tau_c=0.2$ ps and $T=200$ ps, the long-lag noise of one component is $\sqrt{0.2/200}=3.16\%$ of $C(0)$. Averaging three components gives $3.16\%/\sqrt3=1.83\%$. The signal reaches this level at 0.80 ps. The best cutoff is
\begin{equation}
t_c^*=\frac{0.2\ \text{ps}}2\,\ln\frac{3\times200}{2\times0.2}=0.73\ \text{ps}.
\end{equation}
There the bias is $-2.6\%$ and the statistical error 6.2\%, both relative to $I$, and together they give $\sqrt{2.6^2+6.2^2}\,\%=6.7\%$. The statistical error at any cutoff is $\sqrt{A(x)\,\tau_c/(nT)}=\sqrt{A(x)/3000}$:

\begin{center}
\begin{tabular}{cccc}
\hline
$t_c$ (ps) & $x=t_c/\tau_c$ & $A(x)$ & statistical error of $I$ (\%)\\
\hline
0.73 & 3.66 & 11.6 & 6.2\\
2.0 & 10 & 37 & 11.1\\
5.0 & 25 & 97 & 18.0\\
10.0 & 50 & 197 & 25.6\\
\hline
\end{tabular}
\end{center}

Between 2 and 10 ps the integral gains practically no signal, yet its error more than doubles. For a single-particle property with the same $\tau_c$ and 256 independent particles, the error at 2 ps would be $11.1\%/\sqrt{256}=0.69\%$. The same trajectory can thus give a precise self-diffusion coefficient and a poor collective coefficient.

To bring the collective error at $t_c=2$ ps down to 5\%, the run must have
\begin{equation}
T=\frac{A(10)\,\tau_c}{3\times0.05^2}=\frac{37\times0.2\ \text{ps}}{0.0075}=987\ \text{ps},
\end{equation}
about 1 ns.

These figures bear on the choice of the force model. At fixed computing budget and cutoff, a model that costs $k$ times more per step shortens $T$ by $k$ and raises the statistical error by $\sqrt k$. If two models are compared through independent runs like the one above at the best cutoff, and their coefficients are nearly equal, the difference has a statistical error of about $\sqrt2\times6.2\%\approx9\%$ of $I$. This is one standard error: a true difference of this size would show the wrong sign in roughly one trial in six, and about 18\% is needed to reach two standard errors. With the full collective estimator, adding particles at fixed $T$ does not cure this, although a larger cell may still be needed to reduce finite-size bias. That bias and the error of the forces are not part of the estimate. The simulated checks of the formulas are listed in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Simulation window T = 200 tau_c, 4000 runs per flux
exponential C: tau = 0.5000 tau_c, I = 1.0000 C(0) tau_c
  error of C/C(0) at lag  0.0 tau_c: simulated 0.0996, formula 0.1000
  error of C/C(0) at lag  0.5 tau_c: simulated 0.0925, formula 0.0932
  error of C/C(0) at lag 10.0 tau_c: simulated 0.0725, formula 0.0707
  error ratio, window T/4 against T: 1.919
  relative error of I at tc =  1.0 tau_c: simulated 0.0908, formula 0.0916, 2 sqrt(tc/T) 0.1414
  relative error of I at tc =  5.0 tau_c: simulated 0.2884, formula 0.2916, 2 sqrt(tc/T) 0.3162
  relative error of I at tc = 10.0 tau_c: simulated 0.4267, formula 0.4301, 2 sqrt(tc/T) 0.4472
  relative error of I at tc = 20.0 tau_c: simulated 0.6160, formula 0.6205, 2 sqrt(tc/T) 0.6325
oscillating C: tau = 0.3750 tau_c, I = 0.5000 C(0) tau_c
  error of C/C(0) at lag  0.0 tau_c: simulated 0.0862, formula 0.0866
  error of C/C(0) at lag  0.5 tau_c: simulated 0.0727, formula 0.0733
  error of C/C(0) at lag 10.0 tau_c: simulated 0.0612, formula 0.0612
  error ratio, window T/4 against T: 2.038
  relative error of I at tc =  1.0 tau_c: simulated 0.1396, formula 0.1410, 2 sqrt(tc/T) 0.1414
  relative error of I at tc =  5.0 tau_c: simulated 0.3171, formula 0.3202, 2 sqrt(tc/T) 0.3162
  relative error of I at tc = 10.0 tau_c: simulated 0.4495, formula 0.4500, 2 sqrt(tc/T) 0.4472
  relative error of I at tc = 20.0 tau_c: simulated 0.6533, formula 0.6344, 2 sqrt(tc/T) 0.6325
Particles, tc = 10 tau_c, 2000 runs, one-flux formula 0.4301
  collective, independent, N =  1: relative error 0.4353
  collective, independent, N =  4: relative error 0.4340
  collective, independent, N = 16: relative error 0.4039
  collective, correlated, N = 16: relative error 0.4039
  single-particle average, independent, N = 16, neighbour rho = 0.0: simulated 0.1085, formula 0.1075
  single-particle average, correlated, N = 16, neighbour rho = 0.5: simulated 0.1289, formula 0.1317
Two-state flux, N =  1: zero-lag variance / Gaussian value = 0.0000
Two-state flux, N =  4: zero-lag variance / Gaussian value = 0.7500
Two-state flux, N = 32: zero-lag variance / Gaussian value = 0.9688
Example: tau_c = 0.2 ps, tau = 0.1 ps, T = 200 ps, components = 3, N = 256
  long-lag noise of C/C(0), one component: 3.16 %
  long-lag noise of C/C(0), all components: 1.83 %
  lag where signal equals noise: 0.801 ps
  best cutoff: numerical 0.7316 ps, formula 0.7313 ps
  at best cutoff: bias -2.58 %, statistical 6.23 %, total 6.74 %
  collective statistical error at tc =  2.0 ps: 11.11 %
  collective statistical error at tc =  5.0 ps: 17.98 %
  collective statistical error at tc = 10.0 ps: 25.63 %
  ideal single-particle error at tc = 2.0 ps: 0.69 %
  T for 5 % collective error at tc = 2.0 ps: 987 ps
\end{verbatim}
